# Why nonrelativistic exchange serves the 6s level of relativistic mercury

**Q.** My relativistic code solves a Dirac equation for mercury, yet its exchange functional comes from a gas of Schrödinger electrons. Isn't that inconsistent?

**A.** It is, and the question is how much it matters. In atomic units the Dirac-Kohn-Sham equation is

$$[c\,\boldsymbol\alpha\cdot\mathbf p+(B-1)c^2+v_{nuc}+v_H+v_{xc}]\psi_i=\varepsilon_i\psi_i .$$

Here $\boldsymbol\alpha$ and $B$ are the Dirac matrices, and the rest energy has been subtracted. Relativistic motion enters through the first two terms whatever functional is used. The inconsistency sits in $v_{xc}$.

For exchange in the local density approximation (LDA) it can be measured: compute the exchange energy of a uniform gas of Dirac electrons, and see what the change does to each level. Neutral mercury is a closed-shell atom without magnetization or current, so its density is enough. I correct exchange and leave correlation alone.

**Q.** What changes in the gas?

**A.** The electrons become Dirac plane waves, and they exchange a retarded photon that couples currents as well as charges. Measure momenta in units of $c$ and energies in units of $c^2$, with $E_p=\sqrt{1+p^2}$ including the rest energy. States are filled up to $\beta=k_F/c$, where $k_F=(3\pi^2n)^{1/3}$. With the photon propagator in Feynman gauge and positive-energy states alone, the exchange energy per volume is

$$e_x=-\frac{c^4}{2}\iint\frac{d^3p\,d^3q}{(2\pi)^6}\,\frac{4\pi M}{|\mathbf p-\mathbf q|^2-(E_p-E_q)^2},$$

$$M=\mathrm{tr}(\Lambda_p\Lambda_q)-\sum_i\mathrm{tr}(\Lambda_p\alpha_i\Lambda_q\alpha_i),\qquad \Lambda_p=\tfrac12\left(1+\frac{\boldsymbol\alpha\cdot\mathbf p+B}{E_p}\right).$$

The first trace is the charge coupling, the second the current coupling. The Dirac matrices are traceless, anticommute and square to one, so

$$\mathrm{tr}(\Lambda_p\Lambda_q)=1+\frac{\mathbf p\cdot\mathbf q+1}{E_pE_q}.$$

For the second trace, $\sum_i\alpha_i\alpha_j\alpha_i=-\alpha_j$ (one term gives $+\alpha_j$, two give $-\alpha_j$) and $\sum_i\alpha_iB\alpha_i=-3B$. Hence

$$\sum_i\mathrm{tr}(\Lambda_p\alpha_i\Lambda_q\alpha_i)=3-\frac{\mathbf p\cdot\mathbf q+3}{E_pE_q}.$$

Subtract, and write $s=E_pE_q-\mathbf p\cdot\mathbf q$:

$$M=-2+\frac{2\mathbf p\cdot\mathbf q+4}{E_pE_q}=\frac{4-2s}{E_pE_q}.$$

Since $E_p^2=1+p^2$, the denominator of the photon term is $2s-2$. At low momentum $M\to2$, one for each spin, and the denominator becomes $|\mathbf p-\mathbf q|^2$: ordinary Coulomb exchange.

**Q.** Can the integral be done in closed form?

**A.** Yes. Let $t$ be the cosine of the angle between $\mathbf p$ and $\mathbf q$. The other angles give $d^3p\,d^3q\to8\pi^2p^2q^2\,dp\,dq\,dt$, and the prefactor is $-\frac12\cdot4\pi\cdot8\pi^2/(2\pi)^6=-1/(4\pi^3)$. So

$$e_x=-\frac{c^4}{4\pi^3}R(\beta),\qquad R=\int_0^\beta\!\!\int_0^\beta\frac{p^2q^2\,dp\,dq}{E_pE_q}\int_{-1}^{1}\left(\frac1{s-1}-1\right)dt,$$

because $(2-s)/(s-1)=1/(s-1)-1$. With $s=E_pE_q-pqt$, the $t$ integral is

$$\frac1{pq}\ln\frac{E_pE_q+pq-1}{E_pE_q-pq-1}-2 .$$

Now put $p=\sinh u$ and $q=\sinh v$, so that $dp/E_p=du$ and $E_pE_q\pm pq=\cosh(u\pm v)$. Using $\cosh x-1=2\sinh^2(x/2)$, the logarithm becomes $2L$ with

$$L(u,v)=\ln\frac{\sinh\frac{u+v}2}{\sinh\frac{|u-v|}2}.$$

Write $U=\operatorname{arsinh}\beta$ and $\eta=\sqrt{1+\beta^2}=\cosh U$. Then

$$R=J-2\left(\int_0^U\sinh^2u\,du\right)^2=J-\tfrac12(\beta\eta-U)^2,$$

$$J=2\int_0^U\!\!\int_0^U\sinh u\,\sinh v\,L\,du\,dv .$$

Differentiate $J$. Both upper limits contribute equally, so

$$\frac{dJ}{dU}=4\sinh U\int_0^U\sinh v\,L(U,v)\,dv .$$

Integrate by parts, taking $\cosh v-\cosh U$ as the antiderivative of $\sinh v$. The boundary terms vanish: $L=0$ at $v=0$, and at $v=U$ the factor $\cosh v-\cosh U$ beats the logarithm. The derivative needed is

$$\frac{\partial L}{\partial v}=\frac12\left[\coth\frac{U+v}2+\coth\frac{U-v}2\right]=\frac{\sinh U}{\cosh U-\cosh v},$$

from the addition theorem for $\sinh$ and $2\sinh\frac{U+v}2\sinh\frac{U-v}2=\cosh U-\cosh v$. The remaining integral is therefore $U\sinh U$, and $dJ/dU=4U\sinh^2U$. This integrates to

$$J=\beta^4-(\beta\eta-U)^2 .$$

To confirm, the right side vanishes at $U=0$, and its derivative is $4\beta^3\eta-2(\beta\eta-U)(2\beta^2)=4U\beta^2$. Thus

$$R=\beta^4-\tfrac32(\beta\eta-U)^2 .$$

The nonrelativistic integral scales as $\beta^4$ and must agree with $R$ as $\beta\to0$. There $\beta\eta-U\approx\frac23\beta^3$, so its value is $\beta^4$. The exchange energy is multiplied by

$$\Phi=\frac{R}{\beta^4}=1-\frac32\left[\frac{\beta\eta-U}{\beta^2}\right]^2 .$$

**Q.** The level feels a potential, not an energy density. What happens to that?

**A.** Differentiate $e_x$ with respect to $n=c^3\beta^3/(3\pi^2)$, for which $dn=c^3\beta^2d\beta/\pi^2$:

$$v_x^R=\frac{de_x}{dn}=-\frac{c}{4\pi\beta^2}\frac{dR}{d\beta}.$$

For $R=\beta^4$ this is the usual $-k_F/\pi$. The relativistic potential is that times $\varphi=(dR/d\beta)/(4\beta^3)$. Since $d\beta/dU=\eta$,

$$\frac{dR}{d\beta}=\frac{4U\beta^2-2\beta^2(\beta\eta-U)}{\eta}=\frac{6U\beta^2-2\beta^3\eta}{\eta},\qquad \varphi=-\frac12+\frac{3U}{2\beta\eta}.$$

The correction is the new potential minus the old:

$$\delta v=\frac{k_F}{\pi}(1-\varphi)\ge0,$$

because $U\le\beta\le\beta\eta$. It is repulsive for electrons. The factor $\varphi$ is 0.916 at $\beta=0.3$, 0.435 at $\beta=1$ and $-0.016$ at $\beta=2$, and it tends to $-1/2$ at very high density. There the exchange potential has changed sign.

**Q.** And at ordinary densities?

**A.** Expand in $\beta$:

$$\frac{U}{\beta\eta}=\left(1-\frac{\beta^2}6+\frac{3\beta^4}{40}\right)\left(1-\frac{\beta^2}2+\frac{3\beta^4}8\right)+\dots=1-\frac{2\beta^2}3+\frac{8\beta^4}{15}+\dots$$

So $\varphi=1-\beta^2+\frac45\beta^4+\dots$, and to leading order

$$\delta v\approx\frac{k_F^3}{\pi c^2}=\frac{3\pi n}{c^2}.$$

The correction follows the density itself, whereas the usual exchange potential follows its cube root. That concentrates it in the core.

**Q.** How do I turn $\delta v$ into a level shift?

**A.** Let the potential be $v+\lambda\,\delta v$ with $v$ held fixed. For a normalized eigenstate the change of the orbital contributes $\varepsilon_i\,d\langle\psi_i|\psi_i\rangle/d\lambda=0$. What remains is $d\varepsilon_i/d\lambda=\langle\psi_i|\delta v|\psi_i\rangle$. In a spherical atom with large and small radial components $P_i$ and $Q_i$, this gives to first order

$$\delta\varepsilon_i=\int_0^\infty\rho_i(r)\,\delta v(r)\,dr,\qquad \rho_i=P_i^2+Q_i^2 .$$

I call this the direct shift. The full shift also contains the response of all the orbitals, so it needs a second self-consistent calculation with $v_x^R$.

**Q.** Then let's have mercury. What did you calculate?

**A.** The neutral atom with LDA exchange and the Vosko-Wilk-Nusair correlation functional, with and without the factor $\varphi$. The nucleus is a Gaussian charge of chosen rms radius $5.5\times10^{-5}$ Å. The radial orbitals were expanded in Gaussians, with the small-component functions derived from the large ones by kinetic balance, and iterated to self-consistency.

First, the size of $\delta v$. At the outer maximum of the 6s radial density, 1.17 Å from the nucleus, $\beta=0.00862$. There

$$\delta v\approx\frac{c\beta}{\pi}\beta^2=\frac{137.04\times(0.00862)^3}{\pi}=2.79\times10^{-5}\ \text{a.u.},$$

which is 0.00076 eV. Near the centre of the nucleus, at $10^{-5}$ bohr, $\beta=3.00$, and the full formula gives 4325 eV. The direct shifts lie between these two values; the full shifts also contain the response and can be negative:

| Level | Energy (eV) | Direct (eV) | Full (eV) |
|---|---:|---:|---:|
| 1s | −82930 | 563.5 | 533.4 |
| 2s | −14689 | 90.7 | 78.6 |
| 2p$_{3/2}$ | −12157 | 56.9 | 44.8 |
| 5s | −118.2 | 1.10 | 0.61 |
| 4f$_{7/2}$ | −94.2 | 0.75 | −0.40 |
| 5d$_{5/2}$ | −9.37 | 0.157 | −0.044 |
| 6s | −7.13 | 0.100 | 0.040 |

The energies are those without the correction. The 1s level rises by 533 eV, the 6s level by 0.04 eV.

**Q.** But 6s is also ten thousand times less bound. Is its shift small as a fraction?

**A.** It is about as small as that of 1s. For 1s the fraction is $533.4/82930=0.64$ percent. For 6s it is $0.0398/7.133=0.56$ percent. In relative terms the correction is hardly gentler to 6s than to 1s. What makes it harmless is that valence energies are compared on a scale of electronvolts, where 0.04 eV is little.

**Q.** You found 0.00076 eV at the 6s maximum, yet the direct shift is 0.100 eV. Where does the rest come from?

**A.** From the core. Accumulating $\int\rho_{6s}\,\delta v\,dr$ outward, 90 percent of the direct shift has been collected by 0.082 Å. The 6s electron has a probability of 0.144 percent of being inside that radius. While there it meets an average correction of

$$\frac{0.9\times0.0997}{0.00144}\approx62\ \text{eV}.$$

A large correction is multiplied by a rare visit.

This also shows why an average $\beta$ misleads. Weighted with the 6s density, the mean $\beta$ is 0.009, which suggests that the law $3\pi n/c^2$ should be excellent. Yet that law gives 0.188 eV for the direct shift, nearly twice the value from the full $\varphi$. The shift is made where $\beta$ is not small. For 1s the law gives 1223 eV instead of 563 eV.

**Q.** Does the rarity of the visits account for the differences between levels?

**A.** For the outer s levels, yes. Deep in the atom their binding energies are negligible beside the potential. Their radial functions then obey nearly the same Dirac equation, and the solution regular at the nucleus is fixed up to a factor. So $\rho_{6s}\approx a\,\rho_{5s}$ in the core, and the direct shifts should stand in the ratio $a$. Near the nucleus the density ratio is 0.0907; the ratio of the direct shifts is 0.0903.

Against 1s the density ratio is $1.66\times10^{-4}$ and the shift ratio $1.77\times10^{-4}$. This agreement is partly accidental, since the binding energy of 1s is not negligible across its own shell. At the 1s maximum the density ratio has fallen to 0.56 of its value near the nucleus; 6s makes up for this farther out, where the 1s density has died away.

**Q.** Why does self-consistency take away more than half of the 6s shift?

**A.** The response of the orbitals contributes $0.040-0.100=-0.060$ eV. The reason is mainly electrostatic. The repulsive correction moves electronic charge outward on the whole: the outer s and p shells expand as well as the core, while 4f and 5d contract slightly. A spherical shell of charge at radius $a$ produces the potential $1/\max(r,a)$ per unit charge, which falls or stays the same everywhere when $a$ grows. Other electrons are then repelled less. For 6s the change of the Hartree potential gives $-0.057$ eV, that of exchange $-0.002$ eV, and that of correlation less than $0.001$ eV in size. The deep core is the smaller source: of the Hartree part, the shells with $n=1$ to 3 supply $-0.011$ eV, those with $n=4$ supply $-0.009$ eV, and those with $n=5$ and 6 supply $-0.037$ eV. Almost half of the Hartree part comes from the expansion of the 6s shell itself, and half of that term is the electron's repulsion by its own charge, which LDA does not cancel exactly. For 4f$_{7/2}$ and 5d$_{5/2}$ the response outweighs the direct shift, and these levels end slightly lower.

**Q.** I measure ionization energies, not Kohn-Sham levels. Do they survive as well?

**A.** They do here. Multiply the energy correction $\Delta E_x[n]=\int e_x^{NR}(\Phi-1)\,d^3r$ by a strength $\lambda$, where $e_x^{NR}$ is the usual exchange energy density. The self-consistent energy is stationary with respect to the orbitals, so the explicit dependence alone survives:

$$\frac{dE}{d\lambda}=\Delta E_x[n_\lambda].$$

To first order the ionization energy $I=E(\mathrm{Hg}^+)-E(\mathrm{Hg})$ changes by $\Delta E_x[n^+]-\Delta E_x[n]$. Most of the core contribution cancels, but not all. With frozen orbitals, removing one 6s electron gives about minus its direct shift, $-0.100$ eV; the relaxation of the remaining electrons returns 0.049 eV. I treated the ion as spherical and unpolarized, with one 6s electron. In full self-consistency the total energy rises by 1106.27 eV for the atom and by 1106.22 eV for the ion. The ionization energy falls from 11.05 to 11.00 eV, a change of $-0.050$ eV. The first-order estimate is $-0.051$ eV.

**Q.** Why 0.050 eV, when the level moved by 0.040 eV?

**A.** The level belongs to the neutral atom, while ionization runs through all occupations $f$ between 2 and 1. By the same stationarity, $dE/df=\varepsilon_{6s}(f)$, so

$$I=-\int_1^2\varepsilon_{6s}(f)\,df .$$

The change in $I$ is minus the average shift along that path. The average is 0.050 eV, so the shift must exceed its neutral-atom value over part of the path.

**Q.** If the functional hardly matters for 6s, where is the relativity of mercury?

**A.** In the Dirac operator. With the same uncorrected functional, a Schrödinger calculation puts 6s at $-5.58$ eV and the Dirac calculation at $-7.13$ eV. The difference, $-1.55$ eV, includes the changed screening by the relativistic core. It is 39 times the size of the shift from correcting exchange.

Correlation gives another measure. Its potential averages $-1.40$ eV over the 6s density. With the rest of the potential held fixed, an error of 7 percent in that average would shift the level by 0.10 eV, as much as the direct shift from the relativistic exchange correction.

**Q.** When should I not rely on this?

**A.** When the core does not cancel. The separation of the 1s and 2p$_{3/2}$ levels is 70773 eV, and the correction reduces it by $533.4-44.8=488.6$ eV. An X-ray energy is not a level difference of the neutral atom, but it changes by a similar amount: with half an electron removed from each of the two levels (Slater's transition state), the separation falls by 421 eV. Absolute core energies and X-ray energies therefore need a relativistic treatment of exchange. So may properties that sample the density at the nucleus: the correction lowers the 6s density there by 1.1 percent, although the level moves by only 0.04 eV.

The corrected numbers are estimates too. The density near a heavy nucleus is far from uniform, and LDA leaves each electron partly interacting with itself. Most of the correction comes from the exchange of transverse photons. With the instantaneous Coulomb interaction alone, the direct shifts would be 89 eV for 1s and 0.016 eV for 6s, so the factor should not be used as the correction for a purely Coulomb interaction. Relativistic correlation and gradient corrections are outside this calculation.

Finally, the trace $M$ sums over both spins of an unpolarized gas. For a magnetic system you need a functional of the magnetization as well, and spin is not conserved by the Dirac Hamiltonian. The mercury result does not settle how well nonrelativistic spin functionals do there.
